# Why Young's equation fails for silicide islands on mobile silicon

Consider an island of silicide with volume $V$ on silicon, and let capillarity alone decide its shape. The data are $V$ and three energies per area: $\gamma_S$ for the silicon surface, $\gamma_M$ for the silicide surface and $\gamma_I$ for the interface between the two solids. The only length that can be built from them is $V^{1/3}$. The contact angles can therefore depend only on ratios of the energies, and the excess energy over bare silicon must have the form

$$E=\gamma_M V^{2/3}\,f\!\left(\frac{\gamma_S}{\gamma_M},\frac{\gamma_I}{\gamma_M}\right).$$

This argument does not determine $f$. It depends on which surfaces may move, and there the choice between two different shapes is made.

## The belief and its appeal

The belief is that Young's equation,

$$\gamma_S=\gamma_I+\gamma_M\cos\theta_Y ,$$

gives the equilibrium angle of the island. It is tempting because silicon is stiff and crystalline, the island is seen on a flat wafer, and the equation works for a liquid drop on a hard solid. Under its own constraint it is correct.

Take the energies as isotropic, and neglect stress, grain boundaries and edge energy. If the silicon is held rigid and flat, the island is a spherical cap with edge radius $a$ and height $h$. Its volume is $\pi h(3a^2+h^2)/6$ and its curved area is $\pi(a^2+h^2)$. It covers an area $\pi a^2$ of silicon, so

$$E=\pi\gamma_M(a^2+h^2)+\pi(\gamma_I-\gamma_S)a^2 .$$

At fixed volume, $6ah\,da+3(a^2+h^2)\,dh=0$, or $dh/da=-2ah/(a^2+h^2)$. Hence

$$\frac{dE}{da}=2\pi a\left[\gamma_M\frac{a^2-h^2}{a^2+h^2}+\gamma_I-\gamma_S\right].$$

The contact angle obeys $h=a\tan(\theta/2)$, which turns the fraction into $\cos\theta$. Setting the derivative to zero gives Young's equation. As the cap spreads, $\cos\theta$ rises and the derivative changes from negative to positive, so this is a minimum.

Only the horizontal position of the edge was varied. The silicide surface also pulls the edge upward with force $\gamma_M\sin\theta_Y$ per length, and the rigid solid is assumed to carry it.

## What changes when silicon moves

At annealing temperature silicon atoms may diffuse. The crystal need not bend for its surface to change shape: atoms leave one place and settle in another. In this process the $\gamma$'s are energies of created area, not stresses of stretched surfaces.

Start from the Young cap and let its base bulge downward by a small depth $d$ at fixed $a$. The base area grows from $\pi a^2$ to $\pi(a^2+d^2)$, which costs nothing at first order. The bulge holds a volume $\pi a^2d/2$, which is taken from the upper cap. For a cap of sphere radius $R$ at fixed $a$,

$$\frac{\gamma_M\,dA}{dV}=\frac{2\pi\gamma_M h\,dh}{\tfrac{\pi}{2}(a^2+h^2)\,dh}=\frac{4\gamma_M h}{a^2+h^2}=\frac{2\gamma_M}{R},$$

because $2Rh=a^2+h^2$. With $a/R=\sin\theta_Y$, the energy change is

$$\delta E=-\frac{2\gamma_M}{R}\,\frac{\pi a^2d}{2}=-\pi a\,\gamma_M\sin\theta_Y\,d<0 .$$

The cap is thus not stationary. The displaced silicon goes to the surrounding surface and raises its level, which adds no area if that surface stays flat.

It does stay flat in equilibrium. Let $p$ and $q$ be the Lagrange multipliers for the volumes of silicide and silicon. Shift every surface upward by the same amount. No area changes and no silicide volume changes, but the silicon volume does. Stationarity then requires $q=0$. For an axisymmetric island in a round cell, with $\varphi$ the slope angle, the outer silicon surface obeys $d(r\sin\varphi)/dr=0$. Since the slope vanishes at the cell boundary, it vanishes everywhere outside the island. A flat surface also suits a square cell, provided the island fits inside.

Both silicide faces now feel the same pressure $p$. For a face with energy $\gamma$,

$$\frac1r\frac{d(r\sin\varphi)}{dr}=\frac p\gamma
\quad\Rightarrow\quad \sin\varphi=\frac{pr}{2\gamma},$$

where regularity on the axis removed the integration constant. This is a sphere of radius $2\gamma/p$. The island is a lens made of two caps, with height $h$ above and depth $d$ below the surrounding surface.

## The Neumann triangle

The energy and volume of the lens are

$$E=\pi\left[\gamma_M(a^2+h^2)+\gamma_I(a^2+d^2)-\gamma_Sa^2\right],$$

$$V=\frac{\pi}{6}\left[h(3a^2+h^2)+d(3a^2+d^2)\right].$$

Make $E-pV$ stationary. Variation of $h$ and of $d$ gives

$$p=\frac{4\gamma_Mh}{a^2+h^2}=\frac{2\gamma_M}{R_1},\qquad
p=\frac{4\gamma_Id}{a^2+d^2}=\frac{2\gamma_I}{R_2}.$$

Let $\theta_1$ and $\theta_2$ be the upper and lower edge angles, both measured from the surrounding silicon surface. Since $a=R_1\sin\theta_1=R_2\sin\theta_2$, equality of the two pressures means

$$\gamma_M\sin\theta_1=\gamma_I\sin\theta_2 .$$

Variation of $a$ gives $2\pi a(\gamma_M+\gamma_I-\gamma_S)=p\,\pi a(h+d)$. Divide by $2\pi a$ and insert the matching form of $p$ in each term:

$$\gamma_M+\gamma_I-\gamma_S=\frac{2\gamma_Mh^2}{a^2+h^2}+\frac{2\gamma_Id^2}{a^2+d^2}.$$

With $h=a\tan(\theta_1/2)$, the first fraction is $2\gamma_M\sin^2(\theta_1/2)=\gamma_M(1-\cos\theta_1)$; the second follows in the same way. Therefore

$$\gamma_S=\gamma_M\cos\theta_1+\gamma_I\cos\theta_2 .$$

The two balances say that three forces at the edge add to zero. They form a closed triangle with sides $\gamma_S,\gamma_M,\gamma_I$, so each side must be shorter than the sum of the others. To find $\theta_2$, isolate $\gamma_M\cos\theta_1$ and $\gamma_M\sin\theta_1$, then square and add. Exchanging the roles of the two faces gives $\theta_1$:

$$\cos\theta_1=\frac{\gamma_S^2+\gamma_M^2-\gamma_I^2}{2\gamma_S\gamma_M},\qquad
\cos\theta_2=\frac{\gamma_S^2+\gamma_I^2-\gamma_M^2}{2\gamma_S\gamma_I}.$$

Young's angle lies between two angles of the lens. Subtracting Young's equation from the horizontal balance gives

$$\cos\theta_1-\cos\theta_Y=\frac{\gamma_I}{\gamma_M}(1-\cos\theta_2)>0,$$

so $\theta_1<\theta_Y$. Next, squaring both balances, with the vertical one written as a zero difference, and adding gives $\gamma_S^2=\gamma_M^2+\gamma_I^2+2\gamma_M\gamma_I\cos(\theta_1+\theta_2)$. Hence

$$\cos(\theta_1+\theta_2)-\cos\theta_Y=\frac{(\gamma_S-\gamma_I)^2-\gamma_M^2}{2\gamma_M\gamma_I}<0$$

by the triangle condition, and $\theta_Y<\theta_1+\theta_2$. Neither the visible top angle nor the full angle inside the silicide is Young's angle.

## The energy difference

A cap of sphere radius $R$ and angle $\theta$ has $a=R\sin\theta$ and $h=R(1-\cos\theta)$. Its volume is $R^3v(\theta)$, where

$$v(\theta)=\frac{\pi}{3}(2+\cos\theta)(1-\cos\theta)^2 .$$

At a stationary shape $dE/dV=p$, while the opening argument says $E\propto V^{2/3}$, so $dE/dV=2E/(3V)$. Thus $E=3pV/2=3\gamma_MV/R_1$ for the lens, and likewise $E=3\gamma_MV/R$ for the Young cap. For the lens, put $R_1=\gamma_Mk$ and $R_2=\gamma_Ik$. The volume condition fixes $k$, and

$$E_{\rm lens}=\frac{3V}{k}=3V^{2/3}\left[\gamma_M^3v(\theta_1)+\gamma_I^3v(\theta_2)\right]^{1/3}.$$

## A 10 nm film that breaks into islands

Let a 10 nm film gather into one island per square cell of side 200 nm. Then $V=10\times200^2=4.0\times10^5$ nm³. Take $\gamma_S=1.3$, $\gamma_M=1.2$ and $\gamma_I=0.7$ J/m².

On rigid silicon, $\cos\theta_Y=(1.3-0.7)/1.2=0.5$ and $\theta_Y=60^\circ$. Since $v(60^\circ)=5\pi/24$, the sphere radius is $R=(24V/5\pi)^{1/3}=84.9$ nm. The cap has edge radius 73.5 nm and height 42.4 nm. The vertical pull left to the substrate is $1.2\sin60^\circ=1.04$ N/m.

With mobile silicon,

$$\cos\theta_1=\frac{1.69+1.44-0.49}{2(1.3)(1.2)}=0.846,\qquad
\cos\theta_2=\frac{1.69+0.49-1.44}{2(1.3)(0.7)}=0.407,$$

so $\theta_1=32.2^\circ$ and $\theta_2=66.0^\circ$. Their sum is $98.2^\circ$, and $60^\circ$ lies between $\theta_1$ and this sum. The volume condition gives $R_1=117.5$ nm and $R_2=68.5$ nm. The edge radius is 62.6 nm, the height $117.5(1-0.846)=18.1$ nm and the depth $68.5(1-0.407)$, about 40.7 nm. The lower cap holds 71% of the silicide.

The displaced silicon raises the surrounding level by $0.714V/200^2=7.1$ nm, so the island bottom lies 33.5 nm below the original silicon level. The Young cap does not penetrate at all.

For the same volume, the excess energies are

$$E_{\rm cap}=\frac{3(1.2\ \text{J/m}^2)V}{84.9\ \text{nm}}=1.06\times10^5\ \text{eV},\qquad
E_{\rm lens}=\frac{3(1.2\ \text{J/m}^2)V}{117.5\ \text{nm}}=7.65\times10^4\ \text{eV},$$

with 1 J/m² equal to 6.24 eV/nm². The continuous film has $(1.2+0.7-1.3)$ J/m² $\times\,200^2$ nm² $=1.50\times10^5$ eV. The lens thus lies 28% below the Young cap, a gain of $2.9\times10^4$ eV, while $kT$ at 900 K is 0.078 eV.

A numerical minimization supports the shape without assuming caps or angles. Each silicide face was divided into 14 conical rings and the outer silicon surface into 6, in a round cell of the same area, with both volumes fixed. It gave edge slopes of $32.1^\circ$ and $65.7^\circ$ and an energy 0.04% above the formula. With the silicon frozen flat, the same method gave $59.8^\circ$.

The belief also spoils measurements. Suppose someone sees the top angle of this lens and inserts it into Young's equation. The inferred interface energy is $1.3-1.2\times0.846=0.285$ J/m², about 41% of the true 0.7 J/m². If the energies are isotropic and the lens has reached equilibrium, a cross-section showing both angles gives the correct ratio, $\gamma_I/\gamma_M=\sin\theta_1/\sin\theta_2$.

## Where Young's equation returns, and where no lens exists

Let $\epsilon=\gamma_M/\gamma_I$ become small at fixed $\theta_Y$. The vertical balance gives $\sin\theta_2=\epsilon\sin\theta_1$, so $1-\cos\theta_2\simeq\epsilon^2\sin^2\theta_Y/2$. The relation between $\theta_1$ and $\theta_Y$ becomes

$$-\sin\theta_Y(\theta_1-\theta_Y)\simeq\frac{\epsilon}{2}\sin^2\theta_Y
\quad\Rightarrow\quad
\theta_1-\theta_Y\simeq-\frac{\epsilon}{2}\sin\theta_Y .$$

The silicide surface is then too weak to lift the edge much. For $\epsilon=0.02$ and $\theta_Y=60^\circ$ the law gives $-0.496^\circ$, and the full formula $-0.493^\circ$. In the island above, $\epsilon=1.2/0.7$ is not small.

The opposite case is $\gamma_M\ge\gamma_S+\gamma_I$. Let $A_M$, $A_I$ and $A_S$ be the areas of silicide surface, interface and silicon surface. The exposed surfaces together cover the cell, so $A_M+A_S\ge A_{\rm cell}$, and

$$\begin{aligned}
E&=\gamma_MA_M+\gamma_IA_I+\gamma_S(A_S-A_{\rm cell})\\
&\ge\gamma_I(A_M+A_I)+\gamma_S(A_M+A_S-A_{\rm cell})\\
&\ge\gamma_I\,(36\pi V^2)^{1/3}.
\end{aligned}$$

The last step uses the fact that a sphere has the least area for its volume. A sphere wholly inside the silicon reaches the bound, so the island is engulfed. With $\gamma_S=1.3$, $\gamma_M=2.0$ and $\gamma_I=0.5$ J/m², Young's equation still offers an ordinary angle, $66.4^\circ$, yet the buried sphere has only 42% of that cap's energy.

If instead $\gamma_S\ge\gamma_M+\gamma_I$, the triangle cannot close and the silicide spreads. If $\gamma_I\ge\gamma_S+\gamma_M$, it detaches. Young's equation signals these two cases, but not engulfment.

## Real silicide films

The energies in the example are rough, and in real films they depend on orientation. Moving each independently by $\pm0.1$ J/m² to the extremes gives top angles from $24^\circ$ to $40^\circ$ and bottom angles from $49^\circ$ to $86^\circ$. Real interfaces also break the assumption of isotropy. For an interface energy $g(\theta_2)$, turning the interface costs energy too, and the balances become

$$\gamma_S=\gamma_M\cos\theta_1+g\cos\theta_2-g'\sin\theta_2,\qquad
\gamma_M\sin\theta_1=g\sin\theta_2+g'\cos\theta_2 .$$

These follow from displacing the end of a straight interface of length $L$ and energy $Lg$. With $g=\gamma_I(1\pm0.05\cos4\theta_2)$, numerical solution moves the bottom angle from $66^\circ$ to $57^\circ$ for the plus sign and $76^\circ$ for the minus sign; the top angle moves by less than $1^\circ$. Strong facets and grain boundaries need a fuller treatment, so the 41 nm depth is a model value, not a design rule.

The elastic give of silicon under the edge does not produce the lens. With a rough Young modulus of 160 GPa, the vertical pull gives a ridge scale of $1.04/(1.6\times10^{11})$ m, or 0.0065 nm. For a silicide that has already formed, burial needs diffusion. During its formation, the reaction also consumes silicon and can lower the interface, so a buried interface alone does not prove that the lens has been reached. A rough equal biaxial stress $\sigma=0.5$ GPa and biaxial modulus $B=200$ GPa store $\sigma^2V/B=3.1\times10^3$ eV, about 11% of the gain from cap to lens. This share grows as $\sigma^2V^{1/3}$: at 1.5 GPa the stored energy would nearly equal the gain, and stress could then no longer be left out when the shape is sought.

The practical question is whether silicon moves far enough during the anneal. Let silicon of atomic volume $\Omega$ diffuse along the interface with diffusivity $D$. The chemical potential varies by about $\gamma_I\Omega/a$ over a distance $a$, so atoms drift at about $D\gamma_I\Omega/(kTa^2)$. With $\Omega^{-2/3}$ mobile atoms per area, the volume flow per edge length is $D\gamma_I\Omega^{4/3}/(kTa^2)$. It must carry a volume of order $a^2$ per edge length, hence

$$t\sim\frac{a^4kT}{D\gamma_I\Omega^{4/3}} .$$

For $\Omega=0.0200$ nm³, 900 K and 60 s, this scaling gives $D$ of order $10^{-8}$ cm²/s. It sets all numerical factors to one. Suppose both silicide faces stay cap-shaped and silicon spreads quickly over the outer surface once it reaches the edge. Integrating the flow along the interface until 90% of the final buried volume is reached then lowers the requirement about twentyfold, to roughly $4\times10^{-10}$ cm²/s in the 200 nm cell, where the rising level does part of the burying. For an isolated island it is about $6\times10^{-10}$ cm²/s. Reaching 99% needs about twice as much, and slow transport over the outer surface would raise the requirement further. If silicon is much slower while the silicide can still reshape, the Young cap is the better approximation. If silicon is much faster, the Neumann lens is the equilibrium to use, within the isotropic model.

Numerical values quoted here were computed with a short program.
